\section*{Why the Born approximation fails for hard disks in two dimensions}

\section{What dimensions allow}

In two dimensions a cross-section is a length. A hard disk of radius $a$, struck by a particle of wavenumber $k$, offers only these two quantities, so
\begin{equation}
\sigma=\frac{1}{k}\,F(ka).
\end{equation}
For a potential $V(r)$ of finite height, let $U=2mV/\hbar^2$. Its integrated strength
\begin{equation}
g=\int U\,d^2r
\end{equation}
is a pure number, because $U$ is an inverse length squared. The first Born amplitude is linear in the potential, so at low energy its cross-section must be a constant times $g^2/k$. The true low-energy result for the hard disk is instead
\begin{equation}
\sigma\simeq\frac{\pi^2}{k\,(L^2+\pi^2/4)},\qquad L=\ln\frac{2}{ka}-\gamma ,
\label{main}
\end{equation}
where $\gamma=0.577$ is Euler's constant. Its leading form is $\pi^2/(k\ln^2 ka)$.

Two failures separate these results. For an infinite wall $g$ is infinite, so the first Born term is useless at every energy. The second failure belongs to low energy: even when $g$ is finite and small, the corrections to Born grow as $\ln(1/ka)$. This growth explains why the strength of the potential disappears from the limit.

The particles are taken as independent, with an isotropic mass $m$, and the potential is repulsive and of short range.

\section{The hard disk without approximation}

Outside the disk the wave is the incident plane wave plus outgoing waves:
\begin{equation}
\psi=\sum_{m=-\infty}^{\infty} i^m e^{im\theta}\left[J_m(kr)+b_mH_m(kr)\right],\qquad H_m=J_m+iY_m .
\end{equation}
The $J_m$ terms sum to $e^{ikx}$. Since $\psi=0$ at $r=a$ for every angle, each bracket vanishes there:
\begin{equation}
b_m=-\frac{J_m(ka)}{H_m(ka)} .
\end{equation}
Far away $H_m(kr)\to\sqrt{2/(\pi kr)}\,e^{i(kr-m\pi/2-\pi/4)}$. The factor $i^m$ cancels $e^{-im\pi/2}$, so the scattered wave is $f(\theta)e^{ikr}/\sqrt r$ with
\begin{equation}
f=\sqrt{\frac{2}{\pi k}}\,e^{-i\pi/4}\sum_m b_me^{im\theta},\qquad
\sigma=\int_0^{2\pi}|f|^2d\theta=\frac4k\sum_m|b_m|^2 .
\label{sigma}
\end{equation}
The angular integral removes cross terms and gives $2\pi$ for each $m$.

For small $ka$, $J_0\to1$ and $Y_0\to(2/\pi)[\ln(ka/2)+\gamma]=-2L/\pi$. Hence
\begin{equation}
b_0=-\frac{1}{1-2iL/\pi},\qquad |b_0|^2=\frac{1}{1+4L^2/\pi^2}=\frac{\pi^2/4}{L^2+\pi^2/4}.
\label{b0}
\end{equation}
For $m\ge1$, $J_m\simeq(ka/2)^m/m!$ and $Y_m\simeq-(m-1)!\,(2/ka)^m/\pi$, so $|b_m|$ is of order $(ka)^{2m}$. Keeping $m=0$ in (\ref{sigma}) gives (\ref{main}).

Since $L=|\ln ka|+0.116$, the leading form exceeds (\ref{main}) by the factor
\begin{equation}
\frac{L^2+\pi^2/4}{\ln^2ka}\simeq1+\frac{0.23}{|\ln ka|}+\frac{2.5}{\ln^2ka}.
\end{equation}
At $ka=0.01$ this is 1.17. The leading form shows the trend, but (\ref{main}) is the one to calculate with.

The opposite limit is different. For $ka\gg1$ about $2ka$ partial waves strike the disk. If their phases are spread evenly, the mean of $|b_m|^2$ is $1/2$, giving $\sigma\simeq(4/k)(2ka)(1/2)=4a$, twice the geometric width. The exact sum at $ka=200$ is 1.015 times $4a$. The first Born term is still infinite there.

\section{Where the Born series goes wrong}

Write the Schr\"odinger equation as $(\nabla^2+k^2)\psi=U\psi$. The outgoing Green function, defined by $(\nabla^2+k^2)G=\delta$, is $G=-\tfrac i4H_0(k|\mathbf r-\mathbf r'|)$, and
\begin{equation}
\psi(\mathbf r)=e^{ikx}+\int G(\mathbf r,\mathbf r')U(r')\psi(\mathbf r')\,d^2r' .
\label{ls}
\end{equation}
With $T=\int e^{-i\mathbf k'\cdot\mathbf r}U\psi\,d^2r$, where $\mathbf k'$ points along the outgoing direction, the far form of $H_0$ gives
\begin{equation}
f=-\frac i4\sqrt{\frac{2}{\pi k}}\,e^{-i\pi/4}\,T,\qquad |f|^2=\frac{|T|^2}{8\pi k}.
\end{equation}
Comparison with (\ref{sigma}) for a pure $m=0$ wave gives $b_0=-iT/4$, or $T=4ib_0$. Multiplying numerator and denominator of $b_0$ in (\ref{b0}) by $i\pi/2$ then yields, for the hard disk,
\begin{equation}
T=\frac{2\pi}{L+i\pi/2}.
\label{thard}
\end{equation}

\subsection{First term}

Born replaces $\psi$ inside the potential by $e^{ikx}$. For $ka\ll1$ the exponentials are unity, so $T_1=g$ and
\begin{equation}
\sigma_B=2\pi\,\frac{g^2}{8\pi k}=\frac{g^2}{4k}.
\end{equation}
For a disk of uniform height, $g=\pi a^2U$. Born therefore grows as $U^2$ without bound, while the true wave retreats from the wall and $\sigma$ saturates.

\subsection{Second term}

Let $\rho=|\mathbf r-\mathbf r'|$. For $k\rho\ll1$, $H_0\simeq1+(2i/\pi)[\ln(k\rho/2)+\gamma]$, so
\begin{equation}
G\simeq-\frac1{2\pi}\left[\ln\frac{2}{k\rho}-\gamma+\frac{i\pi}2\right]
=-\frac1{2\pi}\left[L+\ln\frac a\rho+\frac{i\pi}2\right].
\end{equation}
The second term is $T_2=U^2\iint G$, which needs the mean of $\ln(a/\rho)$ over pairs of points in the disk. The angular mean of $\ln\rho$ is the logarithm of the larger radius. With $s=r/a$ for the larger radius, a factor 2 for the two orderings, and $\int_0^s s'ds'=s^2/2$ for the smaller one,
\begin{equation}
\left\langle\ln\frac a\rho\right\rangle=4\cdot2\int_0^1 s\,\frac{s^2}{2}\ln\frac1s\,ds=4\cdot\frac1{16}=\frac14 .
\end{equation}
Therefore
\begin{equation}
\frac{T_2}{T_1}=-\frac{g}{2\pi}\Lambda,\qquad \Lambda=L+\frac14+\frac{i\pi}2 .
\label{ratio}
\end{equation}
However small $g$ is, this ratio passes unity at low enough energy.

In three dimensions the same calculation has a finite limit. There $G\to-1/(4\pi\rho)$, and the mean of $1/\rho$ over a ball of volume $\mathcal V=4\pi a^3/3$ is $6/(5a)$, so $T_2/T_1=-U\mathcal V\cdot6/(20\pi a)=-\tfrac25Ua^2$. A weak ball keeps a good Born limit: for $Ua^2=0.05$ the exact amplitude is 0.980 of the Born one as $k\to0$.

\subsection{How the strength drops out}

For a weak disk, $Ua^2\ll1$, the wave varies little across the disk and may be replaced there by a constant $\psi_0$. Averaging (\ref{ls}) over the disk gives
\begin{equation}
\psi_0=1-\frac{g}{2\pi}\Lambda\psi_0
\quad\Rightarrow\quad
T=g\psi_0=\frac{g}{1+g\Lambda/2\pi}.
\label{tsoft}
\end{equation}
Expanding the fraction recovers the Born series, here a geometric series that diverges once $(g/2\pi)|\Lambda|>1$. The solution (\ref{tsoft}) stays valid beyond that point, because it solves a linear equation and does not rely on the expansion. When $gL/2\pi\gg1$ the 1 is negligible, $g$ cancels, and $T\to2\pi/L$, as for the hard disk. Within this approximation Born overestimates the cross-section by
\begin{equation}
\frac{\sigma_B}{\sigma}=\left|1+\frac{g}{2\pi}\Lambda\right|^2 .
\label{excess}
\end{equation}

\section{The logarithmic hole}

At zero energy the isotropic wave outside a hard disk solves $\nabla^2\psi=0$ with $\psi(a)=0$, so $\psi\propto\ln(r/a)$. In three dimensions the corresponding wave, $1-a/r$, reaches 90\% of its final value at $r=10a$. The logarithm keeps rising until $r$ is comparable with $1/k$. To find its amplitude, insert (\ref{b0}) in $J_0+b_0H_0$ for $a\le r\ll1/k$, with $L_r=\ln(2/kr)-\gamma=L-\ln(r/a)$:
\begin{equation}
\psi\simeq1-\frac{1-2iL_r/\pi}{1-2iL/\pi}
=\frac{-(2i/\pi)\ln(r/a)}{1-2iL/\pi}
=\frac{\ln(r/a)}{L+i\pi/2}.
\label{hole}
\end{equation}
At fixed $r$ this vanishes as $k\to0$. Born puts the full incident wave where the defect has removed nearly all of it.

The same picture treats a wall of finite height. With $\kappa^2=U$ and $k\ll\kappa$, the inner wave is $I_0(\kappa r)$ and the outer one $\ln(r/a_s)$, where $a_s$ is an effective radius. Equal logarithmic derivatives at $r=a$ require
\begin{equation}
\frac{\kappa I_1(\kappa a)}{I_0(\kappa a)}=\frac{1}{a\ln(a/a_s)}
\;\Rightarrow\;
a_s=a\exp\left[-\frac{I_0(\kappa a)}{\kappa a\,I_1(\kappa a)}\right].
\label{as}
\end{equation}
The outer wave is that of a hard disk of radius $a_s$, so (\ref{main}) and (\ref{thard}) hold with $a\to a_s$. For $\kappa a\to\infty$ the exponent tends to zero and $a_s\to a$. For $\kappa a\ll1$ it is $-(2/Ua^2+1/4)=-(2\pi/g+1/4)$, which reproduces (\ref{tsoft}).

\section{How large: columns in a silicon channel}

Consider a sparsely filled inversion channel on Si(001) at 50 K, pierced by neutral columns of radius $a=1$ nm. The in-plane mass is $0.19\,m_e$, giving $\hbar^2/2m=0.2005$ eV\,nm$^2$. At $E=k_BT=4.31$ meV,
\begin{equation}
k=\sqrt{\frac{0.00431}{0.2005}}\ \mathrm{nm}^{-1}=0.1466\ \mathrm{nm}^{-1},\qquad L=2.036 .
\end{equation}
Equation (\ref{main}) gives $\sigma=9.87/[0.1466\,(4.15+2.47)]=10.2$ nm, and the full sum also gives 10.2 nm. The leading logarithm gives 18.3 nm, 79\% above the full sum. The cross-section is five times the geometric width of 2 nm.

The hole is visible in the density averaged over angle, to which waves of different $m$ contribute without interference. At $r=2$ nm, (\ref{hole}) gives $(\ln2)^2/6.61=0.073$ of the incident density. The waves $m=\pm1$, each of amplitude $(kr/2)(1-a^2/r^2)=0.110$, add $2(0.110)^2=0.024$. The sum, 0.097, agrees with the full value 0.096. At 5 nm the density has recovered only to 0.57.

Now give the wall a height of 3 eV, roughly that of an oxide filling, and keep the silicon mass inside it for simplicity. Then $Ua^2=14.96$ and $g=47.0$. Low-energy Born predicts $47.0^2/(4\times0.1466)=3770$ nm; with its angular dependence it gives 3730 nm. The exact value is 8.5 nm, so Born is too large by a factor of 440. Equation (\ref{as}) gives $a_s=0.740$ nm, which raises $L$ by 0.301 to 2.337 and yields $\sigma=8.5$ nm from (\ref{main}).

A weak disk of 50 meV has $Ua^2=0.249$ and $g=0.783$. From (\ref{ratio}), $|T_2/T_1|=0.125\times2.77=0.35$. Born gives 1.04 nm against an exact 0.615 nm, an excess of 68\%; (\ref{excess}) predicts 69\%. The series itself diverges only below $ka=5.5\times10^{-4}$, or $E/k_B=0.7$ mK. Born is thus seriously wrong long before its series diverges. Lowering $k$ with both disks held fixed gives:

\begin{center}
\begin{tabular}{lccc}
$ka$ & hard $k\sigma$ & leading/exact & weak Born/exact\\
\hline
$10^{-1}$ & 1.19 & 1.57 & 1.8\\
$10^{-2}$ & 0.399 & 1.17 & 2.7\\
$10^{-4}$ & 0.110 & 1.05 & 4.9\\
$10^{-8}$ & 0.0285 & 1.02 & 11\\
$10^{-16}$ & 0.0072 & 1.01 & 32
\end{tabular}
\end{center}

The smallest values display the mathematics of an isolated disk and are not device conditions.

\section{Consequence for mobility}

The rate of momentum loss is $1/\tau=n_dv\sigma_{tr}$, with $n_d$ the column density, $v=\hbar k/m$ and $\sigma_{tr}=\int|f|^2(1-\cos\theta)d\theta$. At low energy $f$ is isotropic and $\sigma_{tr}=\sigma$, so the rate follows $k\sigma$. It vanishes as $1/\ln^2ka$ although $\sigma$ diverges, whereas Born predicts a constant rate.

In the example, interference of $m=0$ with $m=\pm1$ lowers $\sigma_{tr}$ slightly. Let $\delta_m$ be the phase shifts, defined by $b_m=ie^{i\delta_m}\sin\delta_m$; here $\delta_0=-0.658$ and $\delta_1=-0.0164$. The $\cos\theta$ term in $\sigma_{tr}$ is
\begin{equation}
\frac8k\,\mathrm{Re}(b_0b_1^*)=\frac8k\sin\delta_0\sin\delta_1\cos(\delta_0-\delta_1)=0.44\ \mathrm{nm},
\end{equation}
leaving $\sigma_{tr}=9.8$ nm. For $n_d=10^{11}$ cm$^{-2}=10^{-3}$ nm$^{-2}$ the mean free path is $\ell=1/(n_d\sigma_{tr})=102$ nm, and $e\ell/\hbar k$ is about $1.06\times10^4$ cm$^2$/Vs. For Boltzmann carriers with $x=E/k_BT$, the constant density of states and $v_x^2\propto x$ give
\begin{equation}
\mu=\frac em\int_0^\infty x e^{-x}\tau(x)\,dx=9.6\times10^3\ \mathrm{cm^2/Vs}.
\end{equation}
This is lower because the weight $xe^{-x}$ has its mean at $2k_BT$, where the rate is larger.

\subsection{The model beside a real channel}

The mass and the two occupied valleys are those of a Si(001) channel. The assumed $10^{10}$ carriers per cm$^2$ lie far below the roughly $10^{12}$--$10^{13}$ cm$^{-2}$ of a transistor that is switched on, and the columns are an idealised defect of chosen density. A real wall is finite: 3 eV lowers $\sigma$ by 17\% if the silicon mass is kept inside the wall, and by more with the heavier mass of an oxide if $\psi$ and $\psi'/m$ are matched at the wall (24\% for $0.5\,m_e$). An oxide column also has a lower permittivity than silicon, which adds an image repulsion outside it. For a long column with permittivities 3.9 and 11.7 it is about 13 meV at 0.5 nm from the wall and 4 meV at 1 nm, comparable with $k_BT$; it raises $\sigma$ again, by roughly 10\% for the 3 eV wall, and is left out. Fermi statistics changes the mobility by about 0.1\%. For an assumed depletion charge of $5\times10^{11}$ elementary charges per cm$^2$, which sets the confining field, 3\% of the carriers occupy higher subbands. The level broadening $\hbar/\tau=0.6$ meV is 15\% of $k_BT$, and $1/k\ell$, which measures interference between columns, is 0.07 at $E=k_BT$ and larger for slower carriers. The Coulomb energy of neighbouring carriers is 0.5--0.8 $k_BT$, so they are not strictly independent; if they collided with one another much faster than with the columns, the rate $1/\tau$ would be averaged in place of $\tau$ and $\mu$ would fall by about 5\%. Phonons are left out, and so are charged centres, which in a real channel can trap many of so few carriers. Thus $\mu$ is the columns' contribution and not a device mobility.

Screening limits the carrier density at which the model applies. In a large circular box a level obeys $kR+\delta_m=$ constant, so each partial wave changes the number of states below $k$ by $\delta_m/\pi$. In the sparse channel a column displaces 0.012 electrons. The missing charge attracts carriers by a few tenths of a meV; a linear estimate lowers $\sigma_{tr}$ by about 3\% and $\sigma$, which counts small angles fully, by 10--15\%. If all states up to $k=0.1466$ nm$^{-1}$ were filled, a density of $k^2/\pi=6.8\times10^{11}$ cm$^{-2}$, spin and valley would give $(4/\pi)(0.658+2\times0.0164)=0.88$ electrons. The channel would respond with a potential of its own, and the bare-disk cross-section could not be carried over. The size of that change is not calculated here.

\section{What to do}

For a short-range repulsive defect, evaluate $(g/2\pi)|\Lambda|$ at the carrier energy, with $a$ the range of the potential. The constant $1/4$ in $\Lambda$ belongs to a uniform disk, so for other shapes this is an estimate. Born is justified only if this is small; by (\ref{excess}), a value of 0.1 already means an error in $\sigma$ of up to about 20\%. Otherwise solve the zero-energy radial equation, read $a_s$ from the outer form $\ln(r/a_s)$, and use (\ref{main}) with $a_s$ in place of $a$. For the weak disk above this gives $L=2.04+8.02+0.25=10.31$ and $\sigma=0.62$ nm, against 0.615 nm exactly.

Where $(g/2\pi)|\Lambda|$ is not small, a contact strength fitted at one energy and used in Born fails at a very different energy, because the effective strength $T$ runs with $\ln k$. The recipe was derived for $ka\ll1$ and $k\ll\kappa$; its use for many columns also needs $k\ell\gg1$, and the potential must have no long-range tail. For uniform disks and Gaussian bumps $e^{-r^2/a^2}$ the recipe gives $\sigma$ within about 2\% at $ka=0.15$ but lies 1--9\% above $\sigma_{tr}$; at $ka=0.3$ both errors can exceed 10\%. When $ka$ is not small, or $\sigma_{tr}$ is needed to a few per cent, sum the partial waves. The numerical output lists the main values of the example.

\section*{Numbers as computed}
\begin{verbatim}
in-plane mass = 0.19 m_e; T = 50 K
disk radius = 1.0 nm
carriers = 1.0e+10 cm^-2
columns = 1.0e+11 cm^-2
hbar^2/2m = 0.2005 eV nm^2
k_B T = 4.309 meV
k at E = k_B T: 0.1466 nm^-1; wavelength = 42.9 nm
ka = 0.1466; L = 2.036
phase shifts m=0, 1: -0.6584, -0.0164 rad
hard disk, exact sigma = 10.23 nm
hard disk, formula with L = 10.18 nm
hard disk, leading log = 18.26 nm
hard disk, transport sigma = 9.79 nm
mean density at r = 2 nm: 0.096 of incident
mean density at r = 5 nm: 0.572 of incident
wall 3.0 eV: U a^2 = 14.96, g = 47.0
  exact sigma = 8.51 nm; Born = 3727 nm
  Born/exact = 438
  effective radius = 0.740 nm
weak disk 50 meV: U a^2 = 0.2493, g = 0.783
  exact sigma = 0.615 nm; Born = 1.035 nm
  |T2/T1| from formula = 0.346
  Born series diverges below ka = 5.53e-04
  that is E/k_B = 0.712 mK
ka | hard k*sigma | leading/exact | weak disk Born/exact
1e-01 | 1.18894 | 1.5657 | 1.811
1e-02 | 0.39868 | 1.1673 | 2.661
1e-04 | 0.11034 | 1.0544 | 4.850
1e-08 | 0.02852 | 1.0199 | 11.206
1e-16 | 0.00721 | 1.0081 | 31.830
leading/exact at ka = 1e-50: 1.0022
sigma/(4a) at ka = 200: 1.0146
3D weak ball, U a^2 = 0.05, exact/Born amplitude: 0.9804
column-limited mobility = 9646 cm^2/Vs
with Fermi statistics = 9632 cm^2/Vs
fugacity = 0.0147
charge displaced per column = -0.0120 electrons
depletion charge = 5.0e+11 cm^-2; field = 0.0773 MV/cm
gap to next subband = 21.8 meV
carriers in higher subbands = 3.1 %
mean depth of layer = 2.73 nm
probability below 10 nm = 5.4e-06
mean free path at k_B T = 102 nm; 1/(k l) = 0.067
broadening hbar/tau = 0.632 meV
\end{verbatim}
